\section*{Distance dependence of singlet and triplet exciton couplings and band widths, part 2}

Why is the triplet exciton band of a crystal of weakly interacting closed-shell molecules much narrower than the singlet band, and how do the inter-site couplings depend on distance $R$? Hartree atomic units and real orbitals are used; spin-orbit coupling has been neglected. $(pq|rs)$ is the integral of $pq$ and $rs$ over $v=1/r_{12}$, $(pq|W|rs)$ that over the static screened $W$; $K^x$ has elements $(ia|jb)$ ($i,j$ occupied, $a,b$ empty). Configuration interaction singles (CIS) has $W=v$ and $F$ the Fock operator.

Identical sites A, B, separated along the unit vector $\mathbf n$, have orthonormal occupied $h_A,h_B$ and empty $l_A,l_B$. The excitations $A^*,B^*$ ($h\to l$ on one site) mix into $(A^*\pm B^*)/\sqrt2$ with energies $E_0\pm J$; $J$ is $J_S$ (singlet) or $J_T$ (triplet). With $\boldsymbol\mu=\sqrt2\langle h|\mathbf r|l\rangle$, the singlet's Coulomb term $2(h_Al_A|h_Bl_B)$ gives
\begin{equation}
J_S\to\frac{\mu^2-3(\boldsymbol\mu\cdot\mathbf n)^2}{R^3},
\label{dip}
\end{equation}
with $\boldsymbol\mu$ head-to-tail ($\Sigma$) or side-by-side ($\Pi$).

In a triplet both particles must change site. With $\varphi_A$ the electron orbital relaxed around a hole on A, and $\varphi_B$ its partner,
\begin{equation}
J_T=-F_{h_Ah_B}\langle\varphi_A|\varphi_B\rangle-(h_Ah_B|W|\varphi_A\varphi_B).
\label{JT}
\end{equation}
With only $l_A,l_B$ kept,
\begin{equation}
J_T=J_{\rm dir}-\frac{2t_et_h}{\Delta}\left[1-\frac{2(t_e^2+t_h^2)}{\Delta^2}+\dots\right].
\label{four}
\end{equation}
Here $J_{\rm dir}=-(h_Ah_B|W|l_Al_B)$ is the Dexter term, $t_e=F_{l_Al_B}-(h_Ah_A|W|l_Al_B)$ and $t_h=-F_{h_Ah_B}-(h_Ah_B|W|l_Al_A)$ are the electron and hole hops, and $\Delta$ is the gap to the charge-transfer (CT) states.

With $\varepsilon_h$ the highest occupied orbital energy and $\omega_T$ ($\omega_S$) the one-site triplet (singlet) excitation energy, the tails are
\begin{equation}
\text{orbital}\sim r^{1/\kappa-1}e^{-\kappa r},\quad \kappa_h=\sqrt{-2\varepsilon_h},\quad \kappa_e=\sqrt{-2(\varepsilon_h+\omega_T)}.
\label{tail}
\end{equation}
\begin{equation}
|J_T|\sim(\text{algebraic factor})\times e^{-(\kappa_h+\kappa_e)R}.
\label{exp}
\end{equation}

$S_h,S_e$ are inter-site overlaps of the non-orthogonalized hole and electron orbitals. The closing list also reports earlier checks: spin-adapted matrices against H$_4$ determinants; the axial quadrupole coupling $6Q^2/R^5$, $Q=\sum qz^2$; and the Dexter integral $K$ over 1s functions with decay constants $\kappa_h,\kappa_e$, where $K\to S_hS_e\,\frac{6}{5R}[\gamma_E+\ln\frac{2\kappa_h\kappa_eR}{\kappa_h+\kappa_e}-\frac12]$ ($\gamma_E$ is Euler's constant).

\subsection*{Screening does not restore a power law}

In the static random-phase approximation the independent-particle response in the basis of pair densities $kc$ is $\chi_0=-4D^{-1}$, where $D$ holds the positive gaps and the 4 counts two spins and the resonant and antiresonant terms. Solving $\chi=\chi_0+\chi_0K^x\chi$ gives $\chi=-4(D+4K^x)^{-1}$, so $W=v+v\chi v=v-4v(D+4K^x)^{-1}v\le v$. Also $W^{-1}=v^{-1}-\chi_0$ is positive. Thus $W$ defines a scalar product, and the Cauchy-Schwarz inequality yields
\begin{equation}
|(h_Ah_B|W|\varphi_A\varphi_B)|\le\sqrt{(h_Ah_B|h_Ah_B)\,(\varphi_A\varphi_B|\varphi_A\varphi_B)}.
\label{CS}
\end{equation}
The two self-energies scale as $e^{-2\kappa_hR}$ and $e^{-2\kappa_eR}$, so the bound has the exponent of Eq.~\eqref{exp}.

Spin-orbit coupling, neglected so far, can restore one. Where symmetry lets it mix an amplitude $c$ of a bright singlet into a triplet sublevel, that sublevel acquires a dipole $c\mu$ and a coupling of order $c^2\mu^2/R^3$, which outlasts the exponential at large enough $R$ unless the orientation factor vanishes. In an atom with an $sp$ configuration only $^3P_1$ mixes with $^1P_1$, because the total angular momentum is conserved.

\subsection*{From couplings to bands}

For a chain of spacing $d$ with additive pair couplings $J_n$ at distance $nd$, Bloch states give $E(\theta)=E_0+2\sum_nJ_n\cos n\theta$, $\theta=kd$. For $J_n=J_1/n^3$ the slope is $-2J_1\sum\sin(n\theta)/n^2$. That sum vanishes at $0$ and $\pi$, and its derivative $-\ln(2\sin\tfrac\theta2)$ decreases, so it is concave and positive in between; the band edges are at $\theta=0,\pi$. Then
\begin{equation}
|E(0)-E(\pi)|=4|J_1|\sum_{n\ \rm odd}n^{-3}=4\left(1-\tfrac18\right)\zeta(3)|J_1|=4.2072\,|J_1|,
\end{equation}
because the even terms sum to $\zeta(3)/8$. For the triplet, with nearest neighbours only, the width is $4|J_T|$. In three dimensions the number of sites grows as $R^2dR$, the dipole sum converges only conditionally, and the singlet energy near $k=0$ depends on the direction of $\mathbf k$; the triplet sum converges absolutely.

\subsection*{The number: two beryllium atoms}

The example is the $2s\to2p$ excitation of Be ($^1P$ bright, $^3P$) at the CIS level, with the 1s shell frozen and an even-tempered 14s8p Gaussian basis per atom. Inversion sends $p_A\to-p_B$, so $A^*+B^*$ is ungerade and $J=(E_u-E_g)/2$, found by full diagonalization. The atom has $\varepsilon_{2s}=-0.3092$, $\omega_S=0.1863$, $\omega_T=0.0628$ Ha and $\mu^2=5.1034$. These are CIS values, and Be is strongly correlated: full configuration interaction of the valence pair, with three $d$ shells added, gives an ionization energy of 0.341 Ha, $\omega_S=0.196$, $\omega_T=0.101$ Ha and $\mu^2\approx3.58$, that is a dipole coupling 30\% smaller and $\kappa_h+\kappa_e\approx1.52$ bohr$^{-1}$. The numbers below illustrate the distance laws and are not predictions for real Be. Equation~\eqref{tail} gives $\kappa_h=\sqrt{0.6184}=0.786$ and $\kappa_e=\sqrt{2(0.3092-0.0628)}=0.702$, with sum $1.488$ bohr$^{-1}$. The mean logarithmic slopes of the computed orbitals between 7 and 11 bohr are $-0.751$ and $-0.654$, against $-0.756$ and $-0.654$ from Eq.~\eqref{tail}.

\begin{center}
\begin{tabular}{ccccc}
$R$/bohr & $J_S^\Sigma$/Ha & $J_T^\Sigma$/Ha & $J_S^\Pi$/Ha & $J_T^\Pi$/Ha\\
10 & $-1.016\times10^{-2}$ & $-3.49\times10^{-4}$ & $5.52\times10^{-3}$ & $6.55\times10^{-5}$\\
12 & $-5.91\times10^{-3}$ & $-3.38\times10^{-5}$ & $3.01\times10^{-3}$ & $5.25\times10^{-6}$\\
14 & $-3.72\times10^{-3}$ & $-2.90\times10^{-6}$ & $1.87\times10^{-3}$ & $3.91\times10^{-7}$\\
16 & $-2.49\times10^{-3}$ & $-2.23\times10^{-7}$ & $1.25\times10^{-3}$ & $2.78\times10^{-8}$
\end{tabular}
\end{center}

The digits refer to this basis. At 12 and 16 bohr, adding three $d$ shells or using a denser 18s10p set moves $J_T$ by up to about 2\% and $J_S$ by up to 0.2\% (with $d$ shells $J_S^\Sigma=-5.918\times10^{-3}$ and $J_T^\Sigma=-3.32\times10^{-5}$ Ha at 12 bohr).

At $R=12$ bohr ($6.35$ \AA) Eq.~\eqref{dip} gives $-2\times5.1034/1728=-5.9067\times10^{-3}$ Ha for $\Sigma$, against the computed $-5.9074\times10^{-3}$ Ha. An $s\to p$ transition density is pure $l=1$, so no higher multipole enters; the law is tested at 24 and 32 bohr in both orientations. The $\Pi$ value exceeds the dipole value by 8\% of the latter at 10 bohr. That excess, $4.1\times10^{-4}$, $5.4\times10^{-5}$, $6.5\times10^{-6}$ Ha at 10, 12, 14 bohr, drops about eightfold per step, a logarithmic slope of about $-1.02$ and $-1.05$ bohr$^{-1}$ at 11 and 13 bohr. A pure power law would need an exponent changing from about 11 to about 14. The tail argument applied to the singlet electron gives $\sqrt{2(0.3092-0.1863)}=0.496$ and an exponent $0.786+0.496=1.282$ bohr$^{-1}$, which leaves a nearly constant power prefactor close to $R^3$. The excess decays like an overlap quantity, but it is not a single term: at 12 bohr the two terms of Eq.~\eqref{JT} evaluated with the singlet electron orbital give $+7.8\times10^{-5}$ Ha, while the Coulomb term lies $2.4\times10^{-5}$ Ha below the dipole value. Both parts have slopes near $-1.05$ bohr$^{-1}$, and three distances do not distinguish the exponent 1.282 from $2\times0.496$.

For the $\Sigma$ triplet at 12 bohr, Eq.~\eqref{JT} has $F_{h_Ah_B}=-9.7077\times10^{-4}$ Ha, $\langle\varphi_A|\varphi_B\rangle=-4.5962\times10^{-2}$ and $(h_Ah_B|\varphi_A\varphi_B)=-1.0807\times10^{-5}$ Ha:
\begin{equation}
J_T=-4.4619\times10^{-5}+1.0807\times10^{-5}=-3.3812\times10^{-5}\ \text{Ha},
\end{equation}
against $-3.3809\times10^{-5}$ Ha from diagonalization. The negative signs of the electron factors arise because translated $p_z$ orbitals face each other with opposite lobes ($S_e=-0.0371$, $S_h=0.0090$). In Eq.~\eqref{four}, with $l$ taken from the atomic triplet, $t_e=5.6271\times10^{-3}$, $t_h=1.1897\times10^{-3}$ and $\Delta=0.2440$ Ha give a CT term $-2t_et_h/\Delta=-5.49\times10^{-5}$ Ha, while $J_{\rm dir}=+2.10\times10^{-5}$ Ha. The sum, $-3.39\times10^{-5}$ Ha, lies within 0.3\% of the full value. For this $\Sigma$ pair at 12 bohr, with $l_A,l_B$ obtained by projecting the atomic orbitals on the empty space and orthogonalizing them symmetrically, the Dexter term alone has the wrong sign and the CT route sets the sign; the sizes of the two parts depend on that choice of orbitals. The two formulas divide the total differently: to first order $\varphi_A=l_A-(t_e/\Delta)l_B$ and $\varphi_B=l_B-(t_e/\Delta)l_A$, so $\langle\varphi_A|\varphi_B\rangle=-2t_e/\Delta=-0.0461$, and the two-electron part of $t_h$ is counted in the second term of Eq.~\eqref{JT}.

Screening by the valence $\sigma$ excitations, with the same orbitals, changes the integral from $-1.081\times10^{-5}$ to $-1.146\times10^{-5}$ Ha, 6\% larger in magnitude than the bare value in this basis. The size and sign of this change are not converged: with three $d$ shells added the bare and screened values are $-1.162\times10^{-5}$ and $-1.158\times10^{-5}$ Ha. The inequality $W\le v$ means that screening cannot raise a diagonal element; it does not require an off-diagonal element such as this one to shrink. Both values lie below the bound \eqref{CS}, $6.11\times10^{-5}$ Ha, which itself falls from $5.06\times10^{-4}$ to $6.54\times10^{-7}$ Ha between 10 and 16 bohr.

Over that range $R^{-3}$ falls by 4.10, $J_T^\Sigma$ by 1561 and $J_T^\Pi$ by 2360, while $J_T/(S_hS_e)$ changes only by 2.41 and 1.70. The local slopes $d\ln|J_T^\Sigma|/dR$ at 11, 13, 15 bohr are $-1.167$, $-1.229$, $-1.281$ bohr$^{-1}$, shallower than $-1.488$. A prefactor $R^p$ adds $p/R$ to the slope, and $p=R(\text{slope}+1.488)$ comes out as 3.5, 3.4, 3.1; the $\Pi$ slopes give 2.5 at all three distances. The test requires $-2<p<6.5$, which fixes the exponent only up to such a power. The triplet values at 24 and 32 bohr serve only to show $|J_T/J_S|<10^{-4}$, since a finite Gaussian basis cannot be relied on for exponential tails that far out.

For a head-to-tail chain with $d=12$ bohr the singlet width is $4.2072\times5.9067\times10^{-3}=2.485\times10^{-2}$ Ha $\approx0.68$ eV, confirmed by diagonalizing 800 sites, and the triplet width, in this basis without $d$ functions, is $4\times3.3809\times10^{-5}=1.352\times10^{-4}$ Ha $\approx3.7$ meV, a ratio near 180. In an isolated pair an excitation started on A evolves as $\cos(Jt)A^*-i\sin(Jt)B^*$ and is fully transferred at $t=\pi/2|J|$: 266 a.u.\ (6.4 fs) for the singlet and $4.6\times10^4$ a.u.\ (1.1 ps) for the triplet. The ratio is not a constant of the material: $|J_S/J_T|$ for $\Sigma$ is about 29 at 10 bohr, 175 at 12 bohr and $1.1\times10^4$ at 16 bohr. Below 10 bohr, outside the range of the table, the hops grow relative to $\Delta$, and the expansion in Eq.~\eqref{four} becomes less accurate.

\section*{Computed values}
\begin{verbatim}
H4 determinants vs spin-adapted matrices: max deviation 2.1e-09 Ha
quadrupole pair, R=200 bohr: sum/(6Q^2/R^5) = 1.00013
model kh=0.8, ke=0.7 1/bohr, R=6.0 bohr: S_h=0.11094 S_e=0.16615
  K Neumann 5.739876e-03 Ha, K Gaussian quadrature 5.739876e-03 Ha
  R=50 bohr: 5RK/(6 S_h S_e) = 3.6798, asymptotic bracket 3.6971
  R=100 bohr: 5RK/(6 S_h S_e) = 4.3809, asymptotic bracket 4.3902
  R=200 bohr: 5RK/(6 S_h S_e) = 5.0785, asymptotic bracket 5.0834
Be: E_HF=-14.5677 Ha, eps_2s=-0.3092 Ha
  omega_S=0.1863 Ha, omega_T=0.0628 Ha, mu=2.2591 e*bohr, mu^2=5.1034
  kh=0.7864, ke=0.7020, kh+ke=1.4884 1/bohr
  tail slope 7-11 bohr, hole 2s: -0.751, law -0.756 1/bohr
  tail slope 7-11 bohr, triplet electron 2p: -0.654, law -0.654 1/bohr
Sigma: R/bohr, J_S/Ha, dipole law/Ha, J_T/Ha, first-order J_T/Ha, J_T/(S_h S_e)/Ha
  10 -1.0157e-02 -1.0207e-02 -3.4869e-04 -3.4897e-04 0.1387
  12 -5.9074e-03 -5.9067e-03 -3.3809e-05 -3.3812e-05 0.1011
  14 -3.7206e-03 -3.7197e-03 -2.8952e-06 -2.8952e-06 0.0750
  16 -2.4920e-03 -2.4919e-03 -2.2341e-07 -2.2341e-07 0.0575
  24 -7.3833e-04 -7.3834e-04 |J_T/J_S|=1e-08
  32 -3.1149e-04 -3.1149e-04 |J_T/J_S|=2e-10
  d ln|J_T|/dR at 11,13,15 bohr: -1.167 -1.229 -1.281 1/bohr
  10->16 bohr: J_T falls by 1561, J_T/(S_h S_e) by 2.41, R^-3 by 4.10
Pi: R/bohr, J_S/Ha, dipole law/Ha, J_T/Ha, first-order J_T/Ha, J_T/(S_h S_e)/Ha
  10 5.5177e-03 5.1034e-03 6.5508e-05 6.5588e-05 0.1183
  12 3.0070e-03 2.9534e-03 5.2461e-06 5.2467e-06 0.0937
  14 1.8664e-03 1.8599e-03 3.9097e-07 3.9098e-07 0.0772
  16 1.2467e-03 1.2460e-03 2.7754e-08 2.7754e-08 0.0695
  24 3.6917e-04 3.6917e-04 |J_T/J_S|=3e-09
  32 1.5574e-04 1.5574e-04 |J_T/J_S|=6e-12
  d ln|J_T|/dR at 11,13,15 bohr: -1.262 -1.298 -1.323 1/bohr
  10->16 bohr: J_T falls by 2360, J_T/(S_h S_e) by 1.70, R^-3 by 4.10
Sigma Schwarz bound at 10,12,14,16 bohr: 5.06e-04 6.11e-05 6.60e-06 6.54e-07 Ha
worked example Sigma, R=12 bohr = 6.350 angstrom
  S_h=9.0010e-03, S_e=-3.7146e-02, F_hAhB=-9.7077e-04 Ha, <phiA|phiB>=-4.5962e-02
  -F<phiA|phiB>=-4.4619e-05 Ha, (hAhB|phiAphiB)=-1.0807e-05 Ha, RPA-screened -1.1459e-05 Ha
  four-state: te=5.6271e-03, th=1.1897e-03, Delta=0.2440 Ha
  direct 2.0992e-05, CT -5.4876e-05, sum -3.3883e-05, 4x4 exact -3.3822e-05 Ha
  J_S=-160.75 meV, J_T=-0.9200 meV, |J_S/J_T|=175
  3.5 zeta(3) = 4.2072; 800-site dipole chain width 2.4850e-02 Ha
  singlet width 2.4851e-02 Ha = 676.2 meV
  triplet width 1.3524e-04 Ha = 3.680 meV, ratio 184
  pair transfer time singlet: 265.9 a.u. = 6.4 fs
  pair transfer time triplet: 46460.9 a.u. = 1123.8 fs
\end{verbatim}
